# Electrical-Asymmetry Bias and Ion Energies for a Two-Frequency Drive: a numerical check

```python
"""
Result under test: a discharge with equal sheaths, driven through a blocking
capacitor by V0*(cos x + cos 2x), has dc self-bias -7*V0/16 when the floating
sheath drop and the bulk drop are negligible.

Symbols: x is the phase of the fundamental; bias is the mean potential of the
powered electrode relative to ground; U_p and U_g are plasma potentials above
the powered and grounded electrodes; Q_p and Q_g are scaled sheath charges;
ratio is U_g/U_p at equal charge. Voltages in the bias solver are in units V0.
The solver demands balance of electron and ion flux at each electrode. The
total sheath charge is constant within a period.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import logsumexp

FLOATING_DROP = 5.0  # in units of electron temperature
PHASE = 2 * np.pi * np.arange(800) / 800


def two_frequency(x):
    return np.cos(x) + np.cos(2 * x)


def sheath_law(charge, power):
    # odd continuation keeps the root search monotone
    return np.sign(charge) * np.abs(charge) ** power


def powered_charge(total, electrode_voltage, power=2.0, ratio=1.0):
    """Divide the total charge so that U_g - U_p is the electrode voltage."""
    low = np.full(electrode_voltage.shape, -4.0)
    high = np.full(electrode_voltage.shape, total + 4.0)
    for _ in range(48):
        middle = 0.5 * (low + high)
        difference = (ratio * sheath_law(total - middle, power)
                      - sheath_law(middle, power))
        too_small = difference > electrode_voltage
        low = np.where(too_small, middle, low)
        high = np.where(too_small, high, middle)
    return 0.5 * (low + high)


def flux_balance(drive, temperature, power=2.0, ratio=1.0):
    """Return bias, total charge, and least charge of each sheath."""
    def log_flux_ratio(sheath_voltage):
        exponent = FLOATING_DROP - sheath_voltage / temperature
        return logsumexp(exponent) - np.log(exponent.size)

    def powered_balance(total, bias):
        charge = powered_charge(total, drive + bias, power, ratio)
        return log_flux_ratio(sheath_law(charge, power))

    def total_charge(bias):
        return brentq(powered_balance, 0.0, 10.0, args=(bias,), xtol=1e-13)

    def grounded_balance(bias):
        total = total_charge(bias)
        charge = total - powered_charge(total, drive + bias, power, ratio)
        return log_flux_ratio(ratio * sheath_law(charge, power))

    bias = brentq(grounded_balance, -0.9, 0.9, xtol=1e-10)
    total = total_charge(bias)
    charge = powered_charge(total, drive + bias, power, ratio)
    return bias, total, charge.min(), (total - charge).min()


# Extrema of the drive by dense sampling, against the algebraic values
dense = two_frequency(np.linspace(0, 2 * np.pi, 2000001))
v_max, v_min = dense.max(), dense.min()
assert abs(v_max - 2) < 1e-9 and abs(v_min + 9 / 8) < 1e-9
ideal_bias = -(v_max + v_min) / 2
assert abs(ideal_bias + 7 / 16) < 1e-9
print(f"drive maximum = {v_max:.4f} V0")
print(f"drive minimum = {v_min:.4f} V0")
print(f"phase of first minimum = {np.degrees(np.arccos(-0.25)):.2f} degrees")
print(f"ideal self-bias = {ideal_bias:.4f} V0")

# Bias from flux balance as the electron temperature becomes small
drive = two_frequency(PHASE)
deviations = []
for temperature in (1e-2, 1e-3, 1e-4):
    bias, total, least_p, least_g = flux_balance(drive, temperature)
    assert least_p > 0 and least_g > 0
    residual_term = total * (least_g - least_p)
    # tolerance covers the sampling of the minimum on the phase grid
    assert abs(bias - ideal_bias - residual_term) < 1e-4
    deviations.append(bias - ideal_bias)
    print(f"flux-balance bias at Te/(e V0) = {temperature:.0e}: {bias:.4f} V0")
decade_ratios = [deviations[0] / deviations[1], deviations[1] / deviations[2]]
assert abs(deviations[-1]) < 0.01
assert all(2 < value < 4.5 for value in decade_ratios)
print(f"deviation ratio, first decade of Te = {decade_ratios[0]:.2f}")
print(f"deviation ratio, second decade of Te = {decade_ratios[1]:.2f}")

# Another common sheath law, and unequal sheaths
other_law_bias = flux_balance(drive, 1e-4, power=1.5)[0]
assert abs(other_law_bias - ideal_bias) < 0.005
print(f"bias for U ~ Q^1.5, Te/(e V0) = 1e-04: {other_law_bias:.4f} V0")
ratio = 0.8
unequal_bias = flux_balance(drive, 1e-4, ratio=ratio)[0]
unequal_formula = -(v_max + ratio * v_min) / (1 + ratio)
assert abs(unequal_bias - unequal_formula) < 0.01
print(f"bias for sheath ratio {ratio:.1f}, flux balance = {unequal_bias:.4f} V0")
print(f"bias for sheath ratio {ratio:.1f}, formula = {unequal_formula:.4f} V0")

# Drives with opposite extrema must give no bias
single_bias = flux_balance(np.cos(PHASE), 1e-3)[0]
shifted_drive = np.cos(PHASE + np.pi / 4) + np.cos(2 * PHASE)
shifted_bias = flux_balance(shifted_drive, 1e-3)[0]
assert abs(single_bias) < 1e-6 and abs(shifted_bias) < 1e-6
print(f"bias for cos x alone = {abs(single_bias):.4f} V0")
print(f"bias for cos(x+45 deg)+cos 2x = {abs(shifted_bias):.4f} V0")

# Mean sheath voltages from numerical voltage division
peak = (v_max - v_min) / 2
charge_p = powered_charge(np.sqrt(peak), drive + ideal_bias)
mean_p = np.mean(charge_p ** 2)
mean_g = np.mean((np.sqrt(peak) - charge_p) ** 2)
formula_p = ((peak - ideal_bias) ** 2 + 1) / (4 * peak)
formula_g = ((peak + ideal_bias) ** 2 + 1) / (4 * peak)
assert abs(mean_p - formula_p) < 1e-8 and abs(mean_g - formula_g) < 1e-8
print(f"peak sheath voltage = {peak:.4f} V0")
print(f"mean powered sheath voltage = {mean_p:.4f} V0")
print(f"mean grounded sheath voltage = {mean_g:.4f} V0")

# Worked example with round model parameters
amplitude = 200.0
electron_temperature = 3.0
frequency = 13.56e6
ion_mass_u = 40.0
ion_mass = ion_mass_u * const.atomic_mass
density = 1e15
width = np.sqrt(2 * const.epsilon_0 * peak * amplitude / (const.e * density))
example_bias = flux_balance(drive, electron_temperature / amplitude)[0]
print(f"example V0 = {amplitude:.0f} V")
print(f"example electron temperature = {electron_temperature:.1f} eV")
print(f"example floating drop = {FLOATING_DROP * electron_temperature:.1f} V")
print(f"example fundamental frequency = {frequency / 1e6:.2f} MHz")
print(f"example ion mass = {ion_mass_u:.0f} u")
print(f"example sheath ion density = {density:.1e} m^-3")
print(f"example ideal bias = {ideal_bias * amplitude:.1f} V")
print(f"example bias with floating drop = {example_bias * amplitude:.1f} V")
print(f"example peak sheath voltage = {peak * amplitude:.1f} V")
print(f"example maximum sheath width = {width * 1e3:.2f} mm")


def ion_energies(grounded, rf_frequency):
    """Arrival energies in eV for ions entering at evenly spaced phases."""
    steps = 200
    time_step = 1 / (rf_frequency * steps)
    entry_phase = 2 * np.pi * np.arange(80) / 80
    stiffness = const.e ** 2 * density / (const.epsilon_0 * ion_mass)

    def acceleration(distance, step):
        x = entry_phase + 2 * np.pi * step / steps
        fraction = (peak - two_frequency(x) - ideal_bias) / (2 * peak)
        if grounded:
            fraction = 1 - fraction
        return stiffness * np.maximum(width * fraction - distance, 0)

    distance = np.full(80, width)
    speed = np.full(80, np.sqrt(const.e * electron_temperature / ion_mass))
    arrival = np.full(80, np.nan)
    force = acceleration(distance, 0)
    for step in range(1, 200001):
        new_distance = (distance - speed * time_step
                        - 0.5 * force * time_step ** 2)
        new_force = acceleration(new_distance, step)
        new_speed = speed + 0.5 * (force + new_force) * time_step
        crossed = (distance > 0) & (new_distance <= 0)
        if crossed.any():
            part = distance[crossed] / (distance - new_distance)[crossed]
            arrival[crossed] = (speed[crossed]
                                + part * (new_speed - speed)[crossed])
        distance, speed, force = new_distance, new_speed, new_force
        if np.all(distance <= 0):
            break
    assert np.all(np.isfinite(arrival))
    return 0.5 * ion_mass * arrival ** 2 / const.e


entry_energy = electron_temperature / 2
print(f"ion entry energy = {entry_energy:.1f} eV")
for name, grounded, mean in (("powered", False, mean_p),
                             ("grounded", True, mean_g)):
    expected = mean * amplitude + entry_energy
    energies = ion_energies(grounded, frequency)
    fast_energies = ion_energies(grounded, 10 * frequency)
    assert abs(energies.mean() / expected - 1) < 0.03
    assert abs(fast_energies.mean() / expected - 1) < 0.005
    assert np.ptp(fast_energies) < 0.3 * np.ptp(energies)
    print(f"{name}: mean sheath voltage = {mean * amplitude:.1f} V")
    print(f"{name}: expected mean ion energy = {expected:.1f} eV")
    print(f"{name}: trajectory mean ion energy = {energies.mean():.1f} eV")
    print(f"{name}: lowest ion energy = {energies.min():.1f} eV")
    print(f"{name}: highest ion energy = {energies.max():.1f} eV")
    print(f"{name}: energy range at 10x frequency = "
          f"{np.ptp(fast_energies):.1f} eV")

print("all good")
```

Printed output:

```
drive maximum = 2.0000 V0
drive minimum = -1.1250 V0
phase of first minimum = 104.48 degrees
ideal self-bias = -0.4375 V0
flux-balance bias at Te/(e V0) = 1e-02: -0.4022 V0
flux-balance bias at Te/(e V0) = 1e-03: -0.4261 V0
flux-balance bias at Te/(e V0) = 1e-04: -0.4335 V0
deviation ratio, first decade of Te = 3.10
deviation ratio, second decade of Te = 2.83
bias for U ~ Q^1.5, Te/(e V0) = 1e-04: -0.4364 V0
bias for sheath ratio 0.8, flux balance = -0.6047 V0
bias for sheath ratio 0.8, formula = -0.6111 V0
bias for cos x alone = 0.0000 V0
bias for cos(x+45 deg)+cos 2x = 0.0000 V0
peak sheath voltage = 1.5625 V0
mean powered sheath voltage = 0.8000 V0
mean grounded sheath voltage = 0.3625 V0
example V0 = 200 V
example electron temperature = 3.0 eV
example floating drop = 15.0 V
example fundamental frequency = 13.56 MHz
example ion mass = 40 u
example sheath ion density = 1.0e+15 m^-3
example ideal bias = -87.5 V
example bias with floating drop = -78.7 V
example peak sheath voltage = 312.5 V
example maximum sheath width = 5.88 mm
ion entry energy = 1.5 eV
powered: mean sheath voltage = 160.0 V
powered: expected mean ion energy = 161.5 eV
powered: trajectory mean ion energy = 161.7 eV
powered: lowest ion energy = 146.8 eV
powered: highest ion energy = 175.9 eV
powered: energy range at 10x frequency = 2.9 eV
grounded: mean sheath voltage = 72.5 V
grounded: expected mean ion energy = 74.0 eV
grounded: trajectory mean ion energy = 74.2 eV
grounded: lowest ion energy = 64.6 eV
grounded: highest ion energy = 84.2 eV
grounded: energy range at 10x frequency = 2.0 eV
all good
```
